# Self-consistent GW on Matsubara and imaginary-time grids, tested on H₂, part 1

(Sections cited here and not found follow in the second part.)

A GW calculation that stops after one pass does not in general hold the right number of electrons. For H₂ at \(R=1.4\) bohr in the 6-31G basis at inverse temperature \(\beta=50\ {\rm Ha}^{-1}\), the Green function built from the one-shot self-energy \(\Sigma[G_{\rm HF}]\) contains \(2+8.86\times10^{-5}\) electrons, although the chemical potential lies in the middle of a gap of 0.83 Ha and thermal occupations, of order \(10^{-9}\), are far smaller than the excess. Iterating to self-consistency removes this defect, but the loop has its own traps. A density summed at the same temperature over 200 Matsubara frequencies with only the \(1/z\) term treated analytically is wrong by \(2\times10^{-2}\) in its worst matrix element, which buries the effect just described. A chemical potential search that looks well conditioned inside one iteration can be almost undetermined across iterations. The two traps can be worked out by hand on a model with two orbitals, and the particle-number defect on a model with three. The working equations are written for a general closed shell and tested here on H₂.

## Conventions

Hartree atomic units are used, with a real orthonormal basis of \(n\) orbitals and a closed shell, so that both spins share one matrix and spin sums give a factor 2. Energies inside Green functions are measured from the chemical potential \(\mu\). For \(0<\tau<\beta\),
\[
G_{pq}(\tau)=-\langle c_p(\tau)c_q^\dagger(0)\rangle,\qquad G(-\tau)=-G(\beta-\tau),\qquad \rho=G(0^-)=-G(\beta^-),\qquad N=2\,{\rm tr}\,\rho .
\]
The transform pair is
\[
f(z_n)=\int_0^\beta e^{z_n\tau}f(\tau)\,d\tau,\qquad f(\tau)=\frac1\beta\sum_n e^{-z_n\tau}f(z_n),
\]
with \(z_n=i\omega_n=i(2n+1)\pi/\beta\) and \(e^{z_n\beta}=-1\) for fermions, \(z_n=i\nu_n=2\pi i n/\beta\) and \(e^{z_n\beta}=+1\) for bosons. All functions of \(\tau\) are real symmetric matrices, so \(f(-z_n)=f(z_n)^*\) element by element.

One level at energy \(\xi\), with \(f(\xi)=1/(e^{\beta\xi}+1)\), has \(G(\tau)=-(1-f)e^{-\xi\tau}\). Its transform is
\[
-(1-f)\,\frac{e^{(z-\xi)\beta}-1}{z-\xi}=(1-f)\,\frac{e^{-\beta\xi}+1}{z-\xi}=\frac1{z-\xi},
\]
because \(1-f=1/(1+e^{-\beta\xi})\). A function \(\sum_i u_iu_i^T/(z-\xi_i)\) with real vectors \(u_i\) and real poles is called causal below. Its \(\tau\) form is negative semidefinite. The identity \((1-f)e^{-\beta\xi}=f\) gives \(G(\beta-\tau)=-\sum_j u_ju_j^Tf_je^{\xi_j\tau}\), and one integral will be needed twice:
\[
\int_0^\beta e^{i\nu\tau}(1-f_i)f_j\,e^{(\xi_j-\xi_i)\tau}d\tau=\frac{f_i(1-f_j)-(1-f_i)f_j}{i\nu+\xi_j-\xi_i}=\frac{f_i-f_j}{i\nu+\xi_j-\xi_i}. \tag{1}
\]
At the upper limit \((1-f_i)e^{-\beta\xi_i}=f_i\) and \(f_je^{\beta\xi_j}=1-f_j\) were used. For \(\nu=0\) and \(\xi_i=\xi_j\) the integrand is constant and the value is \(\beta f_i(1-f_i)\).

## The GW equations

The matrix \((pq|rs)\), with rows \(pq\) and columns \(rs\), is positive semidefinite, so its eigenvectors scaled by the roots of the eigenvalues give
\[
(pq|rs)=\sum_Q L^Q_{pq}L^Q_{rs},
\]
with symmetric \(L^Q\). In the \(Q\) space the bare interaction is the unit matrix.

The polarization of GW is the density response evaluated as if the particles were independent but moved with the full \(G\). With \(\hat n_Q=\sum_{\sigma pq}L^Q_{pq}c^\dagger_{p\sigma}c_{q\sigma}\), the connected Wick contraction of \(\langle c_p^\dagger(\tau)c_q(\tau)c_r^\dagger c_s\rangle\) is \(\langle c_p^\dagger(\tau)c_s\rangle\langle c_q(\tau)c_r^\dagger\rangle\). The second factor is \(-G_{qr}(\tau)\). The first is \(+G_{sp}(-\tau)\), since time ordering exchanges the two operators once. Then \(P=-\langle\delta\hat n_Q(\tau)\delta\hat n_R\rangle\) becomes
\[
P_{QR}(\tau)=2\,{\rm tr}[L^QG(\tau)L^RG(-\tau)]=-2\,{\rm tr}[L^QG(\tau)L^RG(\beta-\tau)]. \tag{2}
\]
Transposing inside the trace shows \(P_{QR}(\tau)=P_{QR}(\beta-\tau)\), and a cyclic shift then shows \(P_{QR}=P_{RQ}\). Hence \(P(i\nu)\) is real and symmetric. For causal \(G\), insert the pole form, write \(b^Q_{ij}=u_i^TL^Qu_j\), use (1), and average the terms \((i,j)\) and \((j,i)\):
\[
P_{QR}(i\nu)=-2\sum_{ij}b^Q_{ij}b^R_{ij}\,\frac{(f_i-f_j)(\xi_j-\xi_i)}{\nu^2+(\xi_j-\xi_i)^2}. \tag{3}
\]
At \(\nu=0\) the fraction for \(\xi_i=\xi_j\) stands for its value \(\beta f_i(1-f_i)\) found below (1). The product \((f_i-f_j)(\xi_j-\xi_i)\) is never negative, so \(P\le0\) and \(1-P\) can always be inverted. The screened interaction obeys \(W=1+PW\), and its dynamic part is \(W_c=(1-P)^{-1}-1\). The GW approximation is the definition \(\Sigma=-GW\). The instantaneous part of \(W\) multiplies \(G(0^-)=\rho\) and gives exchange, which fixes the sign; with the Hartree term,
\[
F=h+2\sum_QL^Q\,{\rm tr}(L^Q\rho)-\sum_QL^Q\rho L^Q,\qquad \Sigma_c(\tau)=-\sum_{QR}L^QG(\tau)L^R\,W_{c,QR}(\tau). \tag{4}
\]
The Dyson equation closes the loop:
\[
G(z)=[z-A-\Sigma_c(z)]^{-1},\qquad A=F-\mu. \tag{5}
\]
Equations (2) and (4) are products in \(\tau\), while \(W_c\) and (5) are inversions at each frequency. Every iteration therefore crosses between the two grids four times.

## One pass by hand: two orbitals

Take a bonding orbital 1 at \(a_1<0\) and an antibonding orbital 2 at \(a_2>0\), with \(\Delta=a_2-a_1\), at a temperature low enough that \(f_1=1\), \(f_2=0\). Let \(b^Q=L^Q_{12}\) and \(K=(12|12)=|b|^2\). In (3) the pair enters as \((1,2)\) and \((2,1)\), so \(P=-4\Delta\,bb^T/(\nu^2+\Delta^2)\). This matrix has rank one with eigenvalue \(\lambda=-4K\Delta/(\nu^2+\Delta^2)\), so \(W_c=P/(1-\lambda)\):
\[
W_c(i\nu)=-\frac{4\Delta\,bb^T}{\nu^2+\eta^2},\qquad \eta^2=\Delta^2+4K\Delta .
\]
The functions \(e^{-\eta\tau}\) and \(e^{-\eta(\beta-\tau)}\) transform to \((1-e^{-\beta\eta})/(\eta\mp i\nu)\), whose sum is \((1-e^{-\beta\eta})\,2\eta/(\nu^2+\eta^2)\). At low temperature, therefore, \(W_c(\tau)=-(2\Delta/\eta)\,bb^T[e^{-\eta\tau}+e^{-\eta(\beta-\tau)}]\). Inversion symmetry makes \((11|12)=(22|12)=0\), so \(\Sigma_{c,11}\) involves only \(G_{22}=-e^{-a_2\tau}\). Three minus signs leave one:
\[
\Sigma_{c,11}(\tau)=-V^2e^{-(a_2+\eta)\tau},\qquad V^2=\frac{2K^2\Delta}{\eta},
\]
where the term \(e^{-a_2\tau-\eta(\beta-\tau)}\le e^{-\beta\min(a_2,\eta)}\) is dropped. This is the form of a single empty level, so \(\Sigma_{c,11}(z)=V^2/(z-a_2-\eta)\). The same steps with \(G_{11}=-e^{a_1(\beta-\tau)}\) give \(\Sigma_{c,22}(z)=V^2/(z-a_1+\eta)\).

Each orbital now poses the problem \(G=[z-a-V^2/(z-e)]^{-1}\). By block inversion this is the 11 element of \((z-H)^{-1}\) with the upfolded matrix \(H=\begin{pmatrix}a&V\\V&e\end{pmatrix}\). So \(G=u_-^2/(z-\xi_-)+u_+^2/(z-\xi_+)\), with \(\xi_\pm\) the eigenvalues of \(H\) and \(u_\pm\) the first components of its eigenvectors. A causal \(\Sigma_c\) thus produces a causal \(G\), in any dimension.

### Where one pass loses the particle number

Orbital 1 keeps weight \(Z\) on its main pole below \(\mu\) and loses \(1-Z\) to satellites above \(\mu\). Let it have several self-energy poles \(e_k>0\) with \(d_k=e_k-a_1\) and \(\kappa_k=V_k^2/d_k^2\). The main pole solves \(\xi=a_1+\Sigma(\xi)\), so to leading order \(\xi=a_1-s\) with \(s=\sum_k\kappa_kd_k\). Its residue is \(Z=1/(1-\Sigma'(\xi))\) with \(-\Sigma'(\xi)=\sum_kV_k^2/(d_k+s)^2\approx\sum_k\kappa_k(1-2s/d_k)\). Expanding to second order in \(\kappa\),
\[
1-Z=\sum_k\kappa_k-2s\sum_k\frac{\kappa_k}{d_k}-\Big(\sum_k\kappa_k\Big)^2 .
\]
With one pole this is \(\kappa-3\kappa^2\). In the two-orbital model orbital 2 gains a satellite below \(\mu\) with the same \(V^2\) and the same distance \(\Delta+\eta\). The weights of a \(2\times2\) matrix depend only on \(V\) and \(|e-a|\), so loss and gain cancel to all orders and \(N=2\). The minimal basis of H₂, which has just these two orbitals, therefore cannot show the defect.

Add a second empty orbital of a different symmetry, and keep only these poles and a diagonal \(\Sigma_c\). The empty orbitals 2 and 3 gain \(\kappa_2-3\kappa_2^2\) and \(\kappa_3-3\kappa_3^2\). The loss of orbital 1 contains the same terms but is reduced by cross terms: \(2\kappa_2\kappa_3\) from the square and \(2\kappa_2\kappa_3(d_2/d_3+d_3/d_2)\) from the shift. In this model
\[
N-2=4\kappa_2\kappa_3\Big(1+\frac{d_2}{d_3}+\frac{d_3}{d_2}\Big)+O(\kappa^3).
\]
The violation is of second order in \(\Sigma_c\). It arises because orbital 1 is weakened by both channels, while the satellites of orbitals 2 and 3 were computed from an orbital 1 of full weight at its old energy. The mismatch disappears only when \(\Sigma_c\) is built from the same \(G\) it produces, that is at the fixed point; one further pass is not enough, and for H₂ at \(\beta=50\ {\rm Ha}^{-1}\) it turns the excess of \(+8.9\times10^{-5}\) into \(-7.3\times10^{-5}\). The model gives the order of the violation, not its size in H₂: a diagonal \(\Sigma_c\) would give about \(3\times10^{-4}\) there, and the off-diagonal elements remove two thirds of that.

### Tails

Expanding \((z-H)^{-1}=\sum_kH^k/z^{k+1}\) gives the large-\(z\) form \(G\sim\sum_kM_k/z^k\) with \(M_{k+1}=(H^k)_{11}\):
\[
M_1=1,\quad M_2=a,\quad M_3=a^2+V^2,\quad M_4=a^3+2aV^2+eV^2 .
\]
The self-energy has \(\Sigma_c\sim\sum_jS_j/z^j\) with \(S_j=V^2e^{j-1}\). On a grid no poles are known, but these coefficients can be read from the ends of the \(\tau\) interval. One partial integration gives, for fermions,
\[
\int_0^\beta e^{z\tau}f\,d\tau=\frac{e^{z\beta}f(\beta)-f(0)}{z}-\frac1z\int_0^\beta e^{z\tau}f'\,d\tau=-\frac{f(0)+f(\beta)}z-\frac1z\int_0^\beta e^{z\tau}f'\,d\tau .
\]
Each repetition adds a factor \(-1/z\), so
\[
S_j=(-1)^j\big[\Sigma_c^{(j-1)}(0^+)+\Sigma_c^{(j-1)}(\beta^-)\big]. \tag{6}
\]
For the model, \(\Sigma_c(\tau)=-V^2(1-f(e))e^{-e\tau}\); the \(m\)-th derivative brings \((-e)^m\), the two ends add to \(-V^2(-e)^m\), and (6) returns \(V^2e^{j-1}\). For bosons the boundary term is \([f(\beta)-f(0)]/z\), and the coefficient of \(z^{-k}\) is \((-1)^{k-1}[f^{(k-1)}(\beta)-f^{(k-1)}(0)]\). The symmetry \(P(\tau)=P(\beta-\tau)\) makes even derivatives equal at both ends, which removes odd \(k\):
\[
P\sim\frac{p_2}{z^2}+\frac{p_4}{z^4},\qquad p_k=P^{(k-1)}(0)-P^{(k-1)}(\beta),\qquad W_c=P+P^2+\dots\sim\frac{p_2}{z^2}+\frac{p_4+p_2^2}{z^4}. \tag{7}
\]
In the model \(\nu^2=-z^2\) turns the eigenvalue of \(P\) into \(4K\Delta/(z^2-\Delta^2)\), so \(p_2=4K\Delta\) and \(p_4=4K\Delta^3\). The \(z^{-4}\) coefficient of \(W_c=4K\Delta/(z^2-\eta^2)\) is \(4K\Delta\eta^2=4K\Delta^3+(4K\Delta)^2\), which agrees with (7).

The moments of \(G\) follow from (5) written as \(zG=1+GA+G\Sigma_c\). Comparing the coefficients of \(z^{-k}\),
\[
M_1=1,\qquad M_{k+1}=M_kA+\sum_{j=1}^{k-1}M_{k-j}S_j . \tag{8}
\]
For the model \(M_4=M_3a+M_2S_1+M_1S_2=a^3+aV^2+aV^2+eV^2\), as found from \(H^3\).

The powers \(z^{-k}\) have polynomial \(\tau\) forms \(T_k\). The constant \(T_1=-\tfrac12\) transforms to \(1/z\) by the boundary term above. If \(T_k'=-T_{k-1}\) and \(T_k(0)+T_k(\beta)=0\), the boundary term vanishes and the remaining integral gives \(z^{-1}z^{-(k-1)}\). Integrating and fixing each constant by the end condition,
\[
T_2=\frac{2\tau-\beta}4,\qquad T_3=\frac{\tau(\beta-\tau)}4,\qquad T_4=\frac{\tau^3}{12}-\frac{\beta\tau^2}8+\frac{\beta^3}{48}.
\]
For \(T_4\) the non-constant part equals \(-\beta^3/24\) at \(\tau=\beta\), so the constant \(c\) obeys \(2c=\beta^3/24\). The back transform with \(N_\omega\) positive frequencies is
\[
G(\tau)=\frac2\beta\,{\rm Re}\sum_{n=0}^{N_\omega-1}e^{-z_n\tau}\Big[G(z_n)-\sum_{k=1}^4\frac{M_k}{z_n^k}\Big]+\sum_{k=1}^4M_kT_k(\tau). \tag{9}
\]
For bosons \(z^{-k}\) is singular at \(n=0\), so that term is kept whole and the polynomials must have zero mean. With \(y=\tau/\beta\),
\[
T_2^B=-\frac\beta2\Big(y^2-y+\frac16\Big),\qquad T_4^B=-\frac{\beta^3}{24}\Big(y^4-2y^3+y^2-\frac1{30}\Big).
\]
\(T_2^B\) has equal end values, a slope difference \(T'(\beta)-T'(0)=-1\), and constant second derivative, so its transform is exactly \(1/z^2\) for \(n\neq0\). \(T_4^B\) has equal end values, zero end slopes and \((T_4^B)''=T_2^B\), so two partial integrations give \(1/z^4\). The means are proportional to \(\frac13-\frac12+\frac16=0\) and \(\frac15-\frac12+\frac13-\frac1{30}=0\).

The error of the density follows from (9) at \(\tau=\beta\), where \(e^{-z\beta}=-1\). The omitted part of \(\rho\) is \((2/\beta)\,{\rm Re}\sum_{n\ge N_\omega}M_k/(i\omega_n)^k\) for the unsubtracted orders. Odd \(k\) are imaginary and drop out. For even \(k\) the frequencies are midpoints of cells of width \(2\pi/\beta\) starting at \(\omega_c=2\pi N_\omega/\beta\), so
\[
|\delta\rho|\approx\frac2\beta\,\frac\beta{2\pi}\int_{\omega_c}^\infty\frac{|M_k|}{\omega^k}\,d\omega=\frac{|M_k|}{\pi(k-1)\,\omega_c^{\,k-1}} . \tag{10}
\]
Subtraction through order 1, 2 and 4 leaves \(k=2,4,6\) and errors falling as \(N_\omega^{-1},N_\omega^{-3},N_\omega^{-5}\). Equation (10) is the leading term in \(1/\omega_c\); the next even order corrects it by a relative amount of order \((\xi_{\max}/\omega_c)^2\), with \(\xi_{\max}\) the spectral range, so it is accurate once \(\omega_c\) is several times that range. Higher orders cost precision, because \(M_k/\omega_0^k\) with \(\omega_0=\pi/\beta\) must cancel against \(M_kT_k\), and both grow as \(\beta\) grows.

### Two slopes of \(N(\mu)\)

Inside one iteration \(F\) and \(\Sigma_c(z_n)\) are frozen and only \(A\) moves. From \(\partial G/\partial\mu=-G\,(\partial G^{-1}/\partial\mu)\,G=-G^2\) and the convolution rule \(\beta^{-1}\sum_nG(z_n)G(z_n)=\int_0^\beta G(\tau)G(-\tau)d\tau\),
\[
s_{\rm fr}=\frac{dN}{d\mu}\Big|_{\rm frozen}=-\frac2\beta\sum_n{\rm tr}\,G(z_n)^2=2\int_0^\beta{\rm tr}\,G(\tau)G(\beta-\tau)\,d\tau . \tag{11}
\]
For causal \(G\) both factors are negative semidefinite, and the trace of their product is not negative. \(N\) rises monotonically from 0 to \(2n\), so the root is unique. For one orbital of the model, (1) at \(\nu=0\) gives
\[
s_{\rm fr}=2\beta\sum_{i=\pm}u_i^4f_i(1-f_i)+\frac{4u_+^2u_-^2(f_--f_+)}{\xi_+-\xi_-}.
\]
The first term is thermal and dies exponentially when no pole lies near \(\mu\). The second stays finite at \(T=0\): moving \(a\) against a fixed \(e\) shifts weight between main pole and satellite. But \(e=a_2+\eta\) is itself measured from \(\mu\), and the next update of \(\Sigma_c\) moves it along. If \(a\) and \(e\) shift together, the weights stay fixed and the slope is \(s_{\rm rel}=2\beta\sum_iu_i^2f_i(1-f_i)\), purely thermal. Once \(\Sigma_c\) is nonzero, the inner search keeps a finite slope at any temperature, yet the relaxed \(N(\mu)\) is flat in a gap at low temperature.

This sets the speed of the outer loop at fixed \(N\). Suppose all other modes relax fast, so that after iteration \(k\) the self-energy is the relaxed one for \(\mu_k=\mu^*+\delta_k\). Then \(N-N_0=s_{\rm rel}\delta_k\) at \(\mu_k\), and the search removes this excess with the frozen slope:
\[
\delta_{k+1}=\Big(1-\frac{s_{\rm rel}}{s_{\rm fr}}\Big)\delta_k . \tag{12}
\]
Equation (12) is a linear estimate that neglects the lag of the other modes. When \(s_{\rm rel}\ll s_{\rm fr}\) the factor approaches 1, the residual is tiny along this direction, and a converged residual says little about \(\mu\). In that regime \(\mu\) should be fixed inside the gap and \(N\) used as a check.

## The time grid

Let \(x=2\tau/\beta-1\), and take the \(N_\tau\) Gauss–Legendre nodes \(x_k\) and weights \(w_k\). For \(f=\sum_{l<N_\tau}c_lP_l(x)\), orthogonality gives \(c_l=\frac{2l+1}2\int P_lf\,dx=\frac{2l+1}2\sum_kw_kP_l(x_k)f_k\), where the quadrature is exact because the integrand has degree at most \(2N_\tau-2\). Projecting the plane-wave expansion \(e^{iyx}=\sum_l(2l+1)i^lj_l(y)P_l(x)\) on \(P_l\) gives \(\int_{-1}^1e^{iyx}P_l\,dx=2i^lj_l(y)\). With \(\tau=\beta(x+1)/2\) and \(d\tau=\beta\,dx/2\),
\[
\int_0^\beta e^{i\omega\tau}P_l\,d\tau=\beta\,e^{i\omega\beta/2}\,i^l\,j_l(\omega\beta/2). \tag{13}
\]
The forward transform is thus one fixed matrix, exact at any frequency for the interpolating polynomial. The end derivatives in (6) and (7) come from the same coefficients. Differentiating Legendre's equation \(m\) times gives \((1-x^2)P_l^{(m+2)}-2(m+1)xP_l^{(m+1)}+[l(l+1)-m(m+1)]P_l^{(m)}=0\), and at \(x=1\)
\[
P_l^{(m+1)}(1)=\frac{l(l+1)-m(m+1)}{2(m+1)}P_l^{(m)}(1),\qquad P_l^{(m)}(-1)=(-1)^{l+m}P_l^{(m)}(1),
\]
with a factor \(2/\beta\) per \(\tau\) derivative. These numbers grow as \(l^{2m}\), so noise in \(f_k\) is amplified more in \(S_3\) than in \(S_1\). The nodes are symmetric, so \(G(\beta-\tau_k)\) is the array read backwards.

The size of the grid follows from a pole at energy \(\xi\). Near its peak \(e^{-\xi(\beta-\tau)}=e^{-y(1-\cos\theta)}\approx e^{-y\theta^2/2}\) with \(y=\beta\xi/2\), \(x=\cos\theta\), and \(P_l\approx J_0(l\theta)\). The integral \(\int_0^\infty\theta J_0(l\theta)e^{-y\theta^2/2}d\theta=y^{-1}e^{-l^2/2y}\) then estimates \(c_l\propto e^{-l^2/\beta\xi}\) for large \(y\) and \(l\) not much above \(y\). \(N_\tau\) must be several times \(\sqrt{\beta\xi_{\max}}\).

The GW equations, their tails and the transforms between the two grids are now in place, and the hand-worked models have shown why one pass loses the particle number and why the \(\mu\) search can be slow. What remains is to show what self-consistency guarantees, to assemble and accelerate the loop, and to test it on H₂.
